# Why semilocal functionals can create spurious twisted minima in donor–acceptor molecules

**Question.** A donor and an acceptor are joined by a bond about which they can twist. Time-dependent density functional theory with a semilocal functional may predict that the first excited singlet, S1, relaxes to a perpendicular geometry, although a better treatment keeps it planar. Why does the error favour the twisted form, and when does it create a minimum that should not exist?

**Answer.** At $90^\circ$ the orbitals that carry the charge transfer no longer mix. Two things then happen to the semilocal excitation energy. It falls back to a Kohn–Sham gap that is too small, and the response kernel, which could raise it, has almost no transition density to act on. Twisting back from $90^\circ$ restores some mixing and, at least at first, reduces the error. An error that varies with angle is a false torque.

A twisted minimum is not spurious merely because a semilocal functional predicts it, since charge-transfer states can have real ones. A two-site model separates the cases.

### The model and its reference solution

Two electrons occupy a donor orbital $d$ and an acceptor orbital $a$, whose differential overlap is neglected. The donor level is zero and the acceptor level is $\Delta$. The repulsions are $U_D$ and $U_A$ on the sites and $V$ between them. The hopping matrix element is $-t$, with

$$t=t_0\cos\theta ,$$

as for two p orbitals twisted by $\theta$. The rest of the molecule adds $w\sin^2\theta$ to every state. Hartree atomic units are used.

Let $m$ electrons move to the acceptor, so that $n_D=2-m$ and $n_A=m$. Without hopping, the energy at integer $m$ is

$$E=\Delta m+\tfrac12U_D(2-m)(1-m)+\tfrac12U_Am(m-1)+Vm(2-m).$$

Since $\tfrac12(2-m)(1-m)=1-m+\tfrac12m(m-1)$ and $m(2-m)=m-m(m-1)$,

$$E-U_D=\omega_0m+\tfrac12Cm(m-1), \tag{1}$$

$$\omega_0=\Delta+V-U_D,\qquad C=U_D+U_A-2V .$$

Thus $\omega_0$ is the true charge-transfer excitation energy of the twisted model. I take $C>0$: the mean on-site repulsion exceeds the intersite repulsion.

The singlets $d^2$, $da$ and $a^2$ have energies $0$, $\omega_0$ and $2\omega_0+C$ relative to $d^2$. The normalized $da$ singlet contains two configurations, each with amplitude $1/\sqrt2$, so it couples to $d^2$ and to $a^2$ through $-2t/\sqrt2=-\sqrt2\,t$. To second order in $t$, $d^2$ pushes the $da$ state up and $a^2$ pushes it down:

$$E_1^{\rm ref}=\omega_0+\frac{2t^2}{\omega_0}-\frac{2t^2}{\omega_0+C}
=\omega_0+\frac{2Ct^2}{\omega_0(\omega_0+C)}. \tag{2}$$

Hopping alone therefore favours a real twisted minimum. Planarity of S1 must come from the frame term $w$.

### Why the semilocal gap is too small

A semilocal functional keeps the full Hartree repulsion between the sites, but its exchange–correlation energy is a sum of local contributions that vary smoothly with occupation. I represent each site by $\tfrac12U_in_i(n_i-1)$ at fractional as well as integer $n_i$. This choice is favourable to the functional, because every integer charge distribution has the right energy. Equation (1) then holds for continuous $m$:

$$E-U_D=\delta_0m+\tfrac12Cm^2,\qquad \delta_0=\omega_0-\tfrac12C. \tag{3}$$

The Kohn–Sham site potentials are derivatives with respect to occupation. Their difference, acceptor minus donor, is

$$\delta=\frac{dE}{dm}=\delta_0+Cm. \tag{4}$$

At $90^\circ$ the ground state has $m=0$ and the gap is $\delta_0$. The energy difference between $m=1$ and $m=0$ is still $\omega_0$. The functional knows the right energy of the transferred state, but the gap samples the slope at the starting point.

The error can be read site by site:

$$\delta_0-\omega_0=-\frac{U_D}{2}-\frac{U_A}{2}+V. \tag{5}$$

The donor level is too high by $U_D/2$ and the acceptor level too low by $U_A/2$, relative to minus the true ionization energy and minus the true affinity. The missing electron–hole attraction has the opposite effect: without it the excitation would be too high by $V$. The net error is negative because $C>0$.

### Why mixing restores part of the energy

With hopping, the Kohn–Sham matrix has diagonal $(0,\delta)$ and off-diagonal elements $-t$. Its gap is $g=\sqrt{\delta^2+4t^2}$. If the occupied orbital has coefficients $(c,s)$, then $cs=t/g$ and $m=2s^2=1-\delta/g$. Self-consistency requires

$$\delta=\delta_0+C\left(1-\frac{\delta}{g}\right). \tag{6}$$

The product of occupied and empty orbitals puts charges of magnitude $q=cs=t/g$ and opposite sign on the two sites. This $q$ measures the overlap available to the kernel.

To find the excitation energy, write the spin-summed density matrix as $P=1+\mathbf r\cdot\boldsymbol\sigma$. Apart from a constant, the Kohn–Sham matrix is $\tfrac12\mathbf b\cdot\boldsymbol\sigma$ with $\mathbf b=(-2t,0,-\delta)$. The equation $\dot P=-i[h,P]$ becomes $\dot{\mathbf r}=\mathbf b\times\mathbf r$, and the ground state is $\mathbf r_0=(2t/g,0,\delta/g)$.

Let $\mathbf u$ be a small change of $\mathbf r$. Because $r_z=1-m$, equation (4) gives a change $-Cu_z$ in $\delta$, hence $+Cu_z$ in $b_z$. Linearization yields

$$\dot u_x=\delta u_y,\qquad
\dot u_y=-\delta u_x+2t\left(1+\frac Cg\right)u_z,\qquad
\dot u_z=-2tu_y .$$

Differentiating the middle equation and inserting the other two,

$$\ddot u_y=-\left(\delta^2+4t^2+\frac{4Ct^2}{g}\right)u_y ,$$

$$\omega^2=g^2+\frac{4Ct^2}{g}=g^2+4gCq^2. \tag{7}$$

The kernel correction is positive and vanishes as $q^2$. With differential overlap neglected, nothing remains at $90^\circ$ but the gap, and the error is $-C/2$.

### When the twisted minimum is spurious

The S1 energy is the ground-state energy plus $\omega$. Near $90^\circ$, $g\simeq\delta+2t^2/\delta$, so to order $t^2$

$$m\simeq\frac{2t^2}{\delta_0^2},\qquad
\delta\simeq\delta_0+\frac{2Ct^2}{\delta_0^2},\qquad
g\simeq\delta_0+\frac{2Ct^2}{\delta_0^2}+\frac{2t^2}{\delta_0}.$$

Expanding the square root in (7) gives $\omega\simeq g+2Ct^2/g^2$, hence

$$\omega\simeq\delta_0+\frac{2t^2}{\delta_0}+\frac{4Ct^2}{\delta_0^2}.$$

The ground-state energy relative to $d^2$ is $\delta_0m+\tfrac12Cm^2-4tcs$. The last term is the hopping energy of two electrons and equals $-4t^2/g$. To order $t^2$ the sum is $2t^2/\delta_0-4t^2/\delta_0=-2t^2/\delta_0$. This cancels the middle term of $\omega$:

$$E_1^{\rm SL}=\delta_0+\frac{4Ct^2}{\delta_0^2}. \tag{8}$$

Subtracting (2) gives the error of the semilocal S1 surface:

$$E_1^{\rm SL}-E_1^{\rm ref}=-\frac C2+Ct^2\left[\frac4{\delta_0^2}-\frac2{\omega_0(\omega_0+C)}\right]. \tag{9}$$

For $\delta_0>0$ the bracket is positive, because $\delta_0<\omega_0$. The error is therefore locally most negative at $90^\circ$.

Now add the frame energy, $w\sin^2\theta=w-w\cos^2\theta$. Each surface near $90^\circ$ is a constant plus $(\kappa t_0^2-w)\cos^2\theta$, where $\kappa$ is the coefficient of $t^2$ in (2) or (8). Since the surfaces depend on $\cos^2\theta$, $90^\circ$ is stationary. It is a minimum if $\kappa t_0^2>w$ and a maximum if $\kappa t_0^2<w$. The semilocal minimum is spurious when

$$\boxed{\frac{2Ct_0^2}{\omega_0(\omega_0+C)}<w<\frac{4Ct_0^2}{\delta_0^2}} \tag{10}$$

Below this window the twisted minimum is real, though its semilocal energy is still wrong. Above it, neither surface has a minimum at $90^\circ$. At an edge, higher orders decide.

Condition (10) is local. It says that a false minimum exists at $90^\circ$, not that it is the lowest one or that a molecule excited in the planar form will reach it. In the numerical example below, the planar form becomes the lower one on the semilocal surface once $w$ exceeds 0.038 hartree, although the false minimum survives up to 0.085.

The condition $\delta_0>0$ matters. If $\delta_0<0$, minimizing (3) at $90^\circ$ gives $m=-\delta_0/C>0$: the semilocal ground state itself transfers a fractional charge, and the expansion about $d^2$ fails.

### A control: nonlocal exchange

For two electrons in one spatial orbital, exact exchange cancels half of the Hartree energy. Between the sites it contributes $-\tfrac12V|P_{da}|^2$, and for such a determinant $|P_{da}|^2=4c^2s^2=n_Dn_A$. The energy without hopping is then

$$\Delta m+\tfrac14U_D(2-m)^2+\tfrac14U_Am^2+\tfrac12Vm(2-m)
=U_D+\omega_0m+\tfrac14Cm^2 .$$

This is (3) with $\delta_0\to\omega_0$ and $C\to C/2$. Two energy functions that agree on all determinants differ in $\mathbf b$ by at most a vector along $\mathbf r$, which drops out of $\mathbf b\times\mathbf r$. The response formula therefore carries over with the same replacements.

Time-dependent Hartree–Fock gives $\omega_0$ at $90^\circ$, since its nonlocal exchange supplies the attraction $-V$ without orbital mixing. Its surface is still approximate: the coefficient in (8) becomes $2C/\omega_0^2$, larger than the reference value in (2).

### Numbers

Take, in hartree, $U_D=0.24$, $U_A=0.22$, $V=0.16$, $\Delta=0.24$, $t_0=0.035$ and $w=0.015$. Then

$$\omega_0=0.24+0.16-0.24=0.16,\qquad C=0.24+0.22-0.32=0.14,$$

and $\delta_0=0.16-0.07=0.09$. The twisted excitation is too low by 0.070 hartree (1.9 eV) relative to full diagonalization of the model. The parameters are illustrative and not fitted to any molecule, so this size of error should not be read as typical.

In the planar form the gap is 0.1316 and $q=0.266$. Equation (7) gives

$$\omega=\sqrt{0.1316^2+4(0.1316)(0.14)(0.266)^2}=0.150,$$

against a reference of 0.181. The error has shrunk to $-0.031$ hartree. The kernel supplies 0.0185 of this reduction. The remaining 0.021 arises because the gap grows more on planarization than the reference excitation does.

The window (10) is

$$\frac{2(0.14)(0.035)^2}{(0.16)(0.30)}=0.0071<w<\frac{4(0.14)(0.035)^2}{(0.09)^2}=0.085 ,$$

and $w=0.015$ lies inside it. From $0^\circ$ to $90^\circ$ the reference S1 energy rises by 0.0086 hartree (0.23 eV), while the semilocal one falls by 0.0233 hartree (0.63 eV). At $45^\circ$ the torque $-dE_1/d\theta$ is $-0.0086$ hartree per radian for the reference, towards planarity, and $+0.018$ for the semilocal surface, towards the twisted form. The error in the force has reversed the motion.

Hartree–Fock keeps S1 planar here, but its threshold is $w=0.0134$. For $w$ between 0.0071 and 0.0134 it too would have a spurious twisted minimum, despite its correct $90^\circ$ excitation energy. Curvature matters as well as the energy at one angle.

The frequencies and the curvatures at $90^\circ$ were tested on random parameter sets against linearized equations of motion and full diagonalization. The steady growth of the error with twist was tested for this example on a $5^\circ$ grid; equation (9) establishes it near $90^\circ$ alone.

### Does a real functional behave this smoothly?

If the energy is quadratic in electron number, the difference between two neighbouring integers equals the mean of the slopes at its ends, which are the frontier levels. In PBE/def2-SVP at fixed geometry, the NH₃ ionization energy from total energies is 0.390 hartree, and minus the mean of the two levels is 0.384. For the electron affinity of BH₃ the values are $-0.014$ and $-0.017$. These numbers are not converged in basis: def2-TZVP gives 0.400 and 0.396 for NH₃, and $-0.001$ for both BH₃ values, shifts of 0.010 to 0.016 hartree. The agreement within each pair persists. Neither basis has diffuse functions, so the affinity in particular belongs to the chosen basis.

Single levels are much further off. Relative to the same PBE energy differences, the NH₃ HOMO is too high by 0.193 hartree and the BH₃ LUMO too low by 0.123 in def2-SVP; in def2-TZVP the shifts are 0.18 and 0.11, about 0.01 hartree smaller. These are the counterparts of the two level shifts in (5). The fragments support the smoothness assumption, but they do not set the model parameters. Their ions are spin-polarized, whereas the singlet response moves both spins equally, so the curvature it samples differs. Changing the frontier occupation by 0.2 electron with equal spins gives half-curvatures of 0.22 hartree for NH₃ and 0.14 for BH₃ in def2-SVP, about 15% above the two level shifts. The model's use of one $U_i$ for both the level shift and the kernel is therefore an approximation.

The model leaves out locally excited states, solvent and the relaxation of other coordinates, each of which can change the true surface. For a given molecule, the diagnosis therefore needs a reference S1 surface along the torsion, and not just the observation that the semilocal minimum is twisted. The numerical output lists the model's energies at every 15° of twist.

## Calculated quantities

```
MODEL INPUTS (hartree)
UD=0.240 UA=0.220 V=0.160 Delta=0.240 t0=0.035 w=0.015
omega0 = 0.16000 hartree; C = 0.14000 hartree
Twisted semilocal gap = 0.09000 hartree
Semilocal integer-state difference = 0.16000 hartree
Angle (deg), transition charge q (e), then energies in hartree:
angle     q      KSgap   omegaSL  omegaEx  errorSL
  0   0.26594  0.13161  0.15011  0.18085  -0.03074
 15   0.26086  0.12960  0.14743  0.17954  -0.03212
 30   0.24485  0.12379  0.13957  0.17591  -0.03634
 45   0.21544  0.11487  0.12721  0.17080  -0.04359
 60   0.16796  0.10419  0.11181  0.16550  -0.05369
 75   0.09600  0.09436  0.09691  0.16150  -0.06459
 90   0.00000  0.09000  0.09000  0.16000  -0.07000
Surfaces include w*sin^2(theta), relative to twisted S0 without w:
angle   S0exact    S0SL   S1exact    S1SL     S1HF   S1errorSL
  0   -0.01447  -0.02180  0.16638  0.12831  0.17054  -0.03807
 15   -0.01254  -0.01954  0.16700  0.12789  0.17098  -0.03911
 30   -0.00725  -0.01326  0.16867  0.12632  0.17209  -0.04235
 45    0.00007  -0.00438  0.17087  0.12283  0.17338  -0.04804
 60    0.00748   0.00496  0.17298  0.11677  0.17438  -0.05621
 75    0.01297   0.01222  0.17447  0.10912  0.17488  -0.06535
 90    0.01500   0.01500  0.17500  0.10500  0.17500  -0.07000
S1(90 deg)-S1(0 deg):
  exact: 0.00862 hartree = 0.235 eV
  semilocal: -0.02331 hartree = -0.634 eV
  hartree-fock: 0.00446 hartree = 0.121 eV
Twisted excitation error = -0.07000 hartree = -1.905 eV
Spurious-minimum window for w: 0.00715 to 0.08469 hartree
Hartree-Fock threshold for w: 0.01340 hartree
Torque -dS1/dtheta at 45 deg (hartree/radian):
  exact -0.00864; semilocal 0.01805; HF -0.00463
Largest random frequency difference = 5.8e-15 hartree
Largest random relative slope difference = 2.0e-05
PBE/def2-SVP FRAGMENTS (energies in hartree)
N-H = 1.014 angstrom; N height above H plane = 0.380 angstrom
B-H = 1.190 angstrom; BH3 planar
NH3: I=0.3897, HOMO=-0.1964, cation hole level=-0.5716
NH3: minus mean level=0.3840, I+HOMO=0.1933
BH3: A=-0.0141, LUMO=-0.1093, anion added level=0.1435
BH3: minus mean level=-0.0171, -A-LUMO=0.1234
```
